\section*{Titanium tetrachloride: breathing frequency, titanium mass and symmetric force constant}

\section{The problem}

Titanium tetrachloride is a volatile precursor for depositing titanium compounds. Its molecule is a regular tetrahedron with titanium at the centre and four chlorine atoms at the corners. In the breathing vibration all four bonds lengthen and shorten together.

\begin{enumerate}
\item Show that, for four chlorine atoms of equal mass and small vibrations, the breathing frequency does not depend on the mass of titanium.
\item The breathing band lies at $\tilde\nu=389\ \mathrm{cm^{-1}}$. Assign it to the molecule with four chlorine-35 atoms and find the force constant that belongs to this motion. State which combination of bond constants it represents.
\end{enumerate}

Let $m$ be the chlorine mass, $M$ the titanium mass and $s_i$ the increase in length of bond $i$ from its equilibrium value $r_0$. The symmetric stretching coordinate and its force constant $k_s$ are defined by
\begin{equation}
S=\tfrac12(s_1+s_2+s_3+s_4),\qquad V=\tfrac12 k_s S^2 ,
\label{eq:def}
\end{equation}
where $V$ is the potential energy of a pure breathing displacement. The factor $\tfrac12$ in $S$ normalizes the coordinate: the squares of its four coefficients add up to one. Another normalization would give another number for the same molecule, so the convention must accompany the result.

\section{A first estimate by scaling}

A force constant is a force per length, which has the dimension of mass divided by time squared. The available quantities are $m$, $M$ and the angular frequency $\omega$. Hence
\begin{equation}
k_s=m\,\omega^2\,g(m/M),
\label{eq:scaling}
\end{equation}
with a dimensionless function $g$ that dimensional analysis cannot supply.

A simple guess treats one Ti--Cl bond as an isolated diatomic oscillator. Let $u_{\rm Ti}$ and $u_{\rm Cl}$ be displacements along the bond and $s=u_{\rm Cl}-u_{\rm Ti}$. The spring pulls the two atoms with opposite forces, so
\begin{equation}
\ddot s=\ddot u_{\rm Cl}-\ddot u_{\rm Ti}
=-\frac{ks}{m}-\frac{ks}{M}
=-\frac{k}{\mu}\,s,\qquad \mu=\frac{mM}{m+M}.
\end{equation}
This gives $k=\mu\omega^2$, which amounts to $g=M/(m+M)$.

The angular frequency follows from the wavenumber. A harmonic oscillator has level spacing $\hbar\omega$, and the energy transferred in the transition is $hc\tilde\nu$. Equating them, with $h=2\pi\hbar$, gives
\begin{equation}
\omega=2\pi c\tilde\nu
=2\pi(2.997925\times10^{10}\ \mathrm{cm/s})(389\ \mathrm{cm^{-1}})
=7.3274\times10^{13}\ \mathrm{rad/s}.
\end{equation}
Planck's constant has cancelled. For $m=34.96885$ u and titanium-48, $M=47.94795$ u, the reduced mass is $\mu=20.221$ u, and the estimate is
\begin{equation}
k_{\rm est}=\mu\omega^2=180.3\ \mathrm{N/m}.
\end{equation}
The order of magnitude should be right. The factor $g$ is uncertain, because the titanium atom is pulled by four bonds and not by one.

\section{Exact solution of the harmonic problem}

\subsection{The symmetric displacement is unique}

Let $\mathbf n_i$ be the unit vector from titanium to chlorine $i$ at equilibrium. We look for all sets of atomic displacements that are unchanged by every symmetry operation of the tetrahedron.

A rotation by $120^\circ$ about bond 1 leaves titanium in place. An unchanged titanium displacement must therefore lie along $\mathbf n_1$. The same argument for bond 2 requires it to lie along $\mathbf n_2$. These directions are not parallel, so the titanium displacement is zero.

The rotation about bond $i$ also leaves chlorine $i$ in place, so the displacement of that atom must be $a_i\mathbf n_i$. A reflection that exchanges chlorines $i$ and $j$ carries $\mathbf n_i$ into $\mathbf n_j$ and requires $a_i=a_j$. One pattern remains: equal radial displacements of the four chlorines, with titanium at rest. Write it as a vector $b$ with 15 components, normalized by giving each chlorine the displacement $\tfrac12\mathbf n_i$.

\subsection{It is a normal mode for any force field of this symmetry}

Let $x$ collect the 15 Cartesian displacements and let $H$ be the matrix of second derivatives of the potential energy at equilibrium. First derivatives vanish there. A symmetry operation acts on $x$ as an orthogonal matrix $R$, and the energy obeys $V(Rx)=V(x)$. To second order,
\begin{equation}
\tfrac12 x^{T}R^{T}HRx=\tfrac12x^{T}Hx
\quad\Longrightarrow\quad R^{T}HR=H
\quad\Longrightarrow\quad HR=RH .
\end{equation}
The last step multiplies from the left by $R$ and uses $RR^T=1$. Since $Rb=b$,
\begin{equation}
R(Hb)=H(Rb)=Hb .
\end{equation}
Thus $Hb$ is also unchanged by every operation. There is one such direction, so $Hb=\lambda b$ for some number $\lambda$.

Now set $x=Q(t)\,b$. Titanium does not move in this pattern, and every moving atom has mass $m$. Newton's equations become
\begin{equation}
m\ddot Q\,b=-Q\,Hb=-\lambda Q\,b
\quad\Longrightarrow\quad \omega^2=\frac{\lambda}{m}.
\end{equation}
Each chlorine moves outward by $Q/2$, so $s_i=Q/2$ and $S=Q$. The energy is
\begin{equation}
V=\tfrac12Q^2b^{T}Hb=\tfrac12\lambda S^2 ,
\end{equation}
because $b^Tb=4\times\tfrac14=1$. Comparison with \eqref{eq:def} gives $\lambda=k_s$, and hence
\begin{equation}
\boxed{\;\omega^2=\frac{k_s}{m}\;}
\label{eq:main}
\end{equation}
The titanium mass is absent. In the language of \eqref{eq:scaling}, $g=1$. This assumes a fixed potential-energy surface, which does not change with the nuclear masses in the Born--Oppenheimer approximation.

The same symmetry argument decides how the band can be observed. The electric dipole moment is a vector, and no nonzero vector is unchanged by all operations of the tetrahedron. The dipole therefore stays zero throughout the breathing motion, and the fundamental has no infrared absorption in the harmonic treatment. The polarizability can change with the size of the molecule, so the band is sought in Raman scattering.

\subsection{What the constant contains}

Let $f_r$ be the stretching constant of one bond and $f_{rr}$ the constant that couples two bonds. Let $\theta_{ij}$ be the change of the angle between bonds $i$ and $j$. A quadratic valence force field is
\begin{align}
V={}&\tfrac12f_r\sum_i s_i^2+f_{rr}\sum_{i<j}s_is_j\nonumber\\
&+\tfrac12f_b r_0^2\sum_{i<j}\theta_{ij}^2
+f_{rb}r_0\sum_{i<j}(s_i+s_j)\theta_{ij}.
\label{eq:field}
\end{align}
In breathing, all $s_i=s$ and all $\theta_{ij}=0$, so the second line vanishes. There are four bonds and six pairs:
\begin{equation}
V=\tfrac12f_r(4s^2)+f_{rr}(6s^2)=2(f_r+3f_{rr})s^2 .
\end{equation}
Here $S=2s$, so \eqref{eq:def} reads $V=2k_ss^2$. Therefore
\begin{equation}
k_s=f_r+3f_{rr}.
\label{eq:ks}
\end{equation}
Each bond feels its own stretch and those of its three neighbours. The breathing frequency alone does not separate $f_r$ from $f_{rr}$.

The energy method gives the same equation of motion. The four chlorines have kinetic energy $T=\tfrac12(4m)\dot s^2$, and Lagrange's equation is
\begin{equation}
4m\ddot s=-\frac{dV}{ds}=-4k_ss ,
\end{equation}
which again yields \eqref{eq:main}.

\subsection{The number}

Solving \eqref{eq:main} for the constant gives
\begin{align}
k_s&=m(2\pi c\tilde\nu)^2\nonumber\\
&=(5.80671\times10^{-26}\ \mathrm{kg})(7.3274\times10^{13}\ \mathrm{s^{-1}})^2\nonumber\\
&=311.8\ \mathrm{N/m}.
\end{align}
In Gaussian units this is $3.118\times10^5$ dyn/cm. No electric charge enters the formula, so it has the same form in both systems.

\section{Comparison of the estimate with the solution}

The ratio of the two results is
\begin{equation}
\frac{k_s}{k_{\rm est}}=\frac{m}{\mu}=1+\frac mM
=1+\frac{34.96885}{47.94795}=1.729 ,
\end{equation}
in agreement with $311.8/180.3$. The estimate is 42\% below the harmonic solution. Its scaling with $\omega^2$ is right, but its mass is wrong: it lets titanium recoil.

For $M\to\infty$ the estimate approaches the solution, since a very heavy centre would not recoil from a single bond either. For $M\to0$ the diatomic formula gives $k_{\rm est}\to M\omega^2\to0$, while \eqref{eq:main} is unchanged. The error thus grows as the central atom becomes lighter.

\subsection{Where the recoil cancels}

The cancellation can be followed bond by bond. For this calculation keep the stretching terms of \eqref{eq:field} and set $f_b=f_{rb}=0$. The tension in bond $i$ is
\begin{equation}
F_i=\frac{\partial V}{\partial s_i}=f_rs_i+f_{rr}\sum_{j\ne i}s_j .
\end{equation}
It pulls chlorine $i$ with force $-F_i\mathbf n_i$ and titanium with $+F_i\mathbf n_i$. To first order $s_i=\mathbf n_i\cdot(\mathbf u_i-\mathbf u_0)$, where $\mathbf u_0$ is the titanium displacement. If chlorine $i$ has mass $m_i$, then
\begin{equation}
\ddot s_i=-\frac{F_i}{m_i}-\frac1M\sum_jF_j\,\mathbf n_i\cdot\mathbf n_j .
\end{equation}
The four unit vectors add to zero. Squaring their sum gives $4+12\,\mathbf n_i\cdot\mathbf n_j=0$ for $i\neq j$, so $\mathbf n_i\cdot\mathbf n_j=-\tfrac13$. The term $j=i$ contributes $F_i$ and the others contribute $-\tfrac13(\sum_jF_j-F_i)$. Hence
\begin{equation}
\ddot s_i=-\frac{F_i}{m_i}-\frac1M\left(\frac43F_i-\frac13\sum_jF_j\right).
\label{eq:bond}
\end{equation}
For equal tensions $F_i=F$, the bracket is $\tfrac43F-\tfrac43F=0$. The recoil due to a bond's own tension is cancelled by the pull of the other three.

\subsection{A second case: the asymmetric stretch}

Take equal chlorine masses again, but let the stretches add to zero, for example two bonds lengthening while two shorten. Then $\sum_{j\ne i}s_j=-s_i$, so $F_i=(f_r-f_{rr})s_i$ and $\sum_jF_j=0$. Equation \eqref{eq:bond} gives
\begin{equation}
\omega_{\rm as}^2=(f_r-f_{rr})\left(\frac1m+\frac4{3M}\right).
\label{eq:asym}
\end{equation}
Now titanium moves and its mass matters.

For a numerical case choose the round model values $f_{rr}=15$, $f_b=9$ and $f_{rb}=3$ N/m, with $r_0=2.17$ \AA. Equation \eqref{eq:ks} then fixes $f_r=311.77-45=266.77$ N/m. Dividing \eqref{eq:asym} by \eqref{eq:main} gives
\begin{equation}
\tilde\nu_{\rm as}=389\sqrt{\frac{251.77}{311.77}\left(1+\frac43\times0.7293\right)}
\approx491\ \mathrm{cm^{-1}} .
\end{equation}
Diagonalizing the full force field, bending included, gives 491.5 $\mathrm{cm^{-1}}$ for titanium-48. The close agreement is special to these constants: $f_b$ raises the wavenumber and $f_{rb}$ lowers it by nearly the same amount. With the force field held fixed, the full calculation gives, in $\mathrm{cm^{-1}}$:

\begin{center}
\begin{tabular}{lccc}
 & Ti-46 & Ti-48 & Ti-50\\
breathing & 389.000 & 389.000 & 389.000\\
asymmetric stretch & 496.94 & 491.50 & 486.44
\end{tabular}
\end{center}

The value 389 was used to set $k_s$. The information in the first row is that the complete 15-coordinate calculation returns it for each titanium isotope.

A second field with the same $k_s$ and the same bending constants, but $f_{rr}=0$ and $f_r=311.77$ N/m, also has its breathing mode at 389.000 $\mathrm{cm^{-1}}$. Its asymmetric stretch moves to 546.8 $\mathrm{cm^{-1}}$. This shows concretely why 311.8 N/m must not be read as the constant of one bond.

\section{Conditions and corrections}

\subsection{Unequal chlorine isotopes}

Add \eqref{eq:bond} over the four bonds and divide by four. The titanium terms cancel in the sum, leaving
\begin{equation}
\frac14\sum_i\ddot s_i=-\frac14\sum_i\frac{F_i}{m_i}.
\end{equation}
If the chlorine masses differ only slightly, the stretches remain nearly equal. Let $s$ be their mean and write $F_i=k_ss+\delta_i$, where $\delta_i$ is of first order in the mass differences. Summing the definition of $F_i$ gives $\sum_iF_i=(f_r+3f_{rr})\sum_is_i=4k_ss$, so $\sum_i\delta_i=0$. The $\delta_i$ therefore affect $\sum_iF_i/m_i$ only at second order. To first order in the mass differences,
\begin{equation}
\omega^2\approx k_s\,\frac14\sum_i\frac1{m_i}.
\label{eq:isotope}
\end{equation}
Titanium is still absent at this order. However, equal tensions now accelerate unequal masses differently. The motion acquires some asymmetric stretch, which moves titanium, and a weak dependence on $M$ returns.

Replacing one chlorine-35 by chlorine-37, of mass 36.96590 u, lowers the wavenumber from 389.00 to 386.36 $\mathrm{cm^{-1}}$ by \eqref{eq:isotope}. Diagonalization of the first model field gives 386.22 $\mathrm{cm^{-1}}$. Between titanium-46 and titanium-50 this value changes by about 0.018 $\mathrm{cm^{-1}}$, compared with 10.5 $\mathrm{cm^{-1}}$ for the asymmetric stretch of the all-chlorine-35 molecule. With four chlorine-37 atoms the symmetry is restored, the band lies at 378.35 $\mathrm{cm^{-1}}$, and the titanium dependence vanishes again in the harmonic treatment.

\subsection{Anharmonic motion}

To see the anharmonicity along the breathing coordinate alone, give each bond a Morse energy of depth $D$ and stretch all four together:
\begin{equation}
V(s)=4D\left(1-e^{-as}\right)^2 .
\end{equation}
For small $s$ this becomes $4Da^2s^2$. Matching it to $2k_ss^2$ gives $a=\sqrt{k_s/2D}$. The levels follow from
\begin{equation}
-\frac{\hbar^2}{2(4m)}\frac{d^2\psi}{ds^2}+V(s)\psi=E\psi ,
\end{equation}
with all other modes frozen. For a rough depth $D=4.5$ eV and a harmonic wavenumber of 389 $\mathrm{cm^{-1}}$, numerical solution puts the fundamental at 388.48 $\mathrm{cm^{-1}}$, a reduction of 0.52 $\mathrm{cm^{-1}}$.

Within this one-mode model, if the observed 389 $\mathrm{cm^{-1}}$ is the fundamental, the harmonic wavenumber must be higher by about the same amount. Since $k_s\propto\tilde\nu^2$, the relative change of $k_s$ is about $2\times0.52/389=0.27\%$, or $+0.8$ N/m. This is not the full anharmonic correction, because coupling to the other modes is left out and can be larger than the part kept. A Morse oscillator has its fundamental lowered in inverse proportion to its depth. The frozen breathing motion has depth $4D$, whereas a single bond of depth $D$ with the same harmonic wavenumber would be lowered four times as much, by 2.1 $\mathrm{cm^{-1}}$. A full correction to $k_s$ of a few N/m is therefore plausible. As an illustration, four coupled Morse bonds of this depth, with the stretching constants of the first model field and the angles frozen, lower the breathing fundamental by about 1.7 $\mathrm{cm^{-1}}$, which corresponds to 2.7 N/m. The extra lowering comes from coupling to the asymmetric stretch, whose wavenumber depends on $M$. The independence of the titanium mass is therefore exact only for the harmonic frequency: in this stretch-only model the fundamental of the all-chlorine-35 molecule differs by about 0.02 $\mathrm{cm^{-1}}$ between titanium-46 and titanium-50.

At 298.15 K the population of the first excited breathing level relative to the ground level is
\begin{equation}
e^{-hc\tilde\nu/k_BT}=0.153 .
\end{equation}
Molecules in that level contribute a hot band, from level 1 to level 2, at 387.96 $\mathrm{cm^{-1}}$ in the same model. In this model it lies 0.52 $\mathrm{cm^{-1}}$ below the fundamental. It is not the main hot band of the real molecule. The first model field has five bending modes, two near 115 and three near 131 $\mathrm{cm^{-1}}$, and with these only about 1\% of the molecules are in the vibrational ground state at this temperature. Most of the room-temperature band comes from molecules with excited bends, and the one-mode model says nothing about the shift they produce.

\subsection{The real precursor}

The exercise assumes that all four chlorine atoms are chlorine-35. Ordinary titanium tetrachloride contains both chlorine isotopes, so a real sample does not satisfy this assumption. With a rough chlorine-35 fraction of 0.76 and random distribution, the share of molecules with four chlorine-35 atoms is $0.76^4=0.334$. The share with exactly one chlorine-37 is $4(0.24)(0.76)^3=0.421$, which is larger. If 389 $\mathrm{cm^{-1}}$ belonged to this second species, the inferred constant would be 316.3 N/m, or 1.4\% higher. This change is larger than the one-mode Morse correction. The asymmetric stretch of the first model field is close to the rough real value of 500 $\mathrm{cm^{-1}}$, but its constants are not a fit. The shift between vapour and liquid is not included, so a precise determination must also state the phase.

Reading the band to the nearest wavenumber sets a further limit. A change of 1 $\mathrm{cm^{-1}}$ changes $k_s$ by 1.6 N/m, so rounding by up to half a wavenumber corresponds to about 0.8 N/m. For the stated assignment and the harmonic model, a sensible report is $k_s=f_r+3f_{rr}\approx312$ N/m. For molecules with two and three chlorine-37 atoms the first model field gives 383.53 and 380.91 $\mathrm{cm^{-1}}$.

\section*{Computed results}
\begin{verbatim}
Input wavenumber: 389 cm^-1
Chlorine-35 mass: 34.96885 u = 5.80671e-26 kg
Chlorine-37 mass: 36.96590 u
Ti masses 46, 48, 50: 45.95263, 47.94795, 49.94479 u
Speed of light: 2.997925e+10 cm/s
Angular frequency: 7.32740e+13 rad/s
Symmetric force constant k_s: 311.77 N/m
Same in Gaussian units: 3.1177e+05 dyn/cm
Wrong diatomic reduced mass: 20.221 u
Wrong diatomic constant: 180.3 N/m
Symmetry operations: 24
Fully symmetric displacements: 1
Model bond length: 2.17 angstrom
Model f_r, f_rr: 266.77, 15.0 N/m
Model f_b, f_rb: 9.0, 3.0 N/m
Ti isotope: breathing, asym. stretch, T2 bend (cm^-1)
  Ti-46: 389.000, 496.94, 131.69
  Ti-48: 389.000, 491.50, 131.05
  Ti-50: 389.000, 486.44, 130.43
Second field f_r, f_rr: 311.77, 0.0 N/m
  breathing, asym. stretch: 389.000, 546.79 cm^-1
Rough chlorine-35 fraction: 0.76
n(Cl-37): share, full, first order, Ti46-Ti50 shift (cm^-1)
  0: 0.334, 389.00, 389.00, 0.0000
  1: 0.421, 386.22, 386.36, 0.0177
  2: 0.200, 383.53, 383.71, 0.0220
  3: 0.042, 380.91, 381.04, 0.0154
  4: 0.003, 378.35, 378.35, 0.0000
k_s if band belongs to one-Cl-37 species: 316.3 N/m
Change of k_s for +1 cm^-1: 1.60 N/m
Rough Morse depth per bond: 4.5 eV
Morse fundamental for harmonic 389: 388.479 cm^-1
Morse hot band (1 to 2): 387.958 cm^-1
Anharmonic correction to k_s: +0.84 N/m
Temperature: 298.15 K
Population ratio level 1 to level 0: 0.153
\end{verbatim}
